**Concentration-cell voltage and its main corrections**

The program computes $V=(kT/e)\ln(a_2/a_1)$ for two identical metal electrodes, where $a_1$ and $a_2$ are the activities of a monovalent ion at the ion-poor and ion-rich electrodes, $T$ is the temperature, $k$ the Boltzmann constant and $e$ the elementary charge. For a ratio of 1000 at 300 K and zero junction potential it prints 0.1786 V. It asserts the logarithmic law against a count of ion arrangements, and the voltage against the balance of dissolution and deposition rates for ion charges 1 and 2. A cell-by-cell zero-current calculation on two activity profiles, treated as ideal concentrations, tests the more general law $V=2t_-(kT/e)\ln(a_2/a_1)$, where $t_-$ is the counter-ion's share of the ionic conductivity. The output shows that the voltage falls to zero when the metal ion alone is mobile. Further assertions cover electronic leakage, the surface energy of a curved tip, the screening length and the slowest diffusion mode. With the rough parameters used, a tip of radius 2 nm changes the voltage by about 0.11 V, upward on the ion-poor side and downward on the ion-rich side.

## Verification by program

```python
"""Concentration cell: two identical metal electrodes M | M+.

Result under test: V = phi_2 - phi_1 = (kT/(z e)) ln(a2/a1) when the
junction potential is zero; about 0.18 V for z = 1, a2/a1 = 1000, 300 K.
With a monovalent counter-ion carrying the share t_minus of the current,
V = 2 t_minus (kT/e) ln(a2/a1).
a1, a2: ion activities at the ion-poor and ion-rich electrode.
phi: metal potential; u: potential in units of kT/e; z: ion charge number.
"""
import numpy as np
import mpmath as mp
from scipy.constants import k, e, epsilon_0
from scipy.optimize import brentq
from scipy.integrate import solve_bvp

T = 300.0
a1, a2 = 1.0e-3, 1.0
ratio = a2 / a1
thermal_voltage = k * T / e
log_ratio = np.log(ratio)
V = thermal_voltage * log_ratio

# Logarithmic law from counting arrangements of ions on lattice sites.
mp.mp.dps = 40


def log_states(ions, sites):
    return (mp.loggamma(sites + 1) - mp.loggamma(ions + 1)
            - mp.loggamma(sites - ions + 1))


def counted_mu(ions, sites):
    """Chemical potential over kT: free-energy change for one more ion."""
    return -(log_states(ions + 1, sites) - log_states(ions, sites))


sites = mp.mpf(10) ** 12
counted_log = float(counted_mu(mp.mpf(10) ** 8, sites)
                    - counted_mu(mp.mpf(10) ** 5, sites))
# Finite filling (1e-4) and discrete ion number (1e-5) set the tolerance.
assert abs(counted_log - log_ratio) < 2e-4


# Electrode equilibrium from balance of dissolution and deposition rates.
def net_dissolution(u, activity, z, symmetry):
    return (2.0 * np.exp((1 - symmetry) * z * u)
            - 5.0 * activity * np.exp(-symmetry * z * u))


def electrode_u(activity, z, symmetry):
    return brentq(net_dissolution, -40, 40, args=(activity, z, symmetry),
                  xtol=1e-12)


for symmetry in (0.3, 0.5, 0.7):
    for z in (1, 2):
        V_rates = thermal_voltage * (electrode_u(a2, z, symmetry)
                                     - electrode_u(a1, z, symmetry))
        assert abs(V_rates - V / z) < 1e-9
    u_joined = 0.5 * (electrode_u(a1, 1, symmetry)
                      + electrode_u(a2, 1, symmetry))
    assert net_dissolution(u_joined, a1, 1, symmetry) > 0
    assert net_dissolution(u_joined, a2, 1, symmetry) < 0
V_rates = thermal_voltage * (electrode_u(a2, 1, 0.5)
                             - electrode_u(a1, 1, 0.5))
assert abs(V - 0.18) < 0.005


# Junction potential from zero current in every cell of a given profile.
def bernoulli(x):
    return 1 - x / 2 if abs(x) < 1e-9 else x / np.expm1(x)


def junction_u(profile, t_plus):
    total = 0.0
    for left, right in zip(profile[:-1], profile[1:]):
        def current(du):
            cation = bernoulli(du) * left - bernoulli(-du) * right
            anion = bernoulli(-du) * left - bernoulli(du) * right
            return (t_plus * cation - (1 - t_plus) * anion) / left
        total += brentq(current, -1, 1, xtol=1e-13)
    return total


s = np.linspace(0, 1, 401)
profiles = [np.exp(-log_ratio * (1 - s**2)),
            np.exp(-log_ratio * (1 - s) + 2 * np.sin(2 * np.pi * s))]
V_junction = {}
for t_plus in (0.2, 0.5, 0.8, 1.0):
    for profile in profiles:
        full = V_rates + thermal_voltage * junction_u(profile, t_plus)
        # Cell width limits the agreement.
        assert abs(full - 2 * (1 - t_plus) * V) < 1e-4
    V_junction[t_plus] = full

# Electronic leakage: ionic source in series with its own resistance,
# loaded by the electronic path of the same film.
t_electron = 0.1
R_ion, R_electron = 1 / (1 - t_electron), 1 / t_electron
V_leaky = np.linalg.solve([[1, R_ion], [1, -R_electron]], [V, 0])[0]
assert abs(V_leaky - (1 - t_electron) * V) < 1e-12

# Curved filament tip: surface energy of one added atom.
gamma, atom_volume, tip_radius = 1.0, 0.017e-27, 2e-9
V_tip = 2 * gamma * atom_volume / (tip_radius * e)
grown = (tip_radius**3 + 3 * atom_volume / (4 * np.pi)) ** (1 / 3)
added_energy = gamma * 4 * np.pi * (grown**2 - tip_radius**2)
assert abs(added_energy / e / V_tip - 1) < 1e-3
equal_radius = 2 * gamma * atom_volume / (e * V)

# Screening length, checked with the nonlinear Boltzmann charge density.
eps_r, n_poor, n_rich = 4.0, 1e24, 1e27
eps = eps_r * epsilon_0
screening = np.sqrt(eps * k * T / (2 * e**2 * n_poor))


def screening_ode(x_nm, y):
    charge = e * n_poor * (np.exp(-y[0]) - np.exp(y[0]))
    return np.vstack((y[1], -charge * e / (eps * k * T) * 1e-18))


x_nm = np.linspace(0, 20, 201)
guess = np.vstack((0.01 * np.exp(-x_nm), -0.01 * np.exp(-x_nm)))
solution = solve_bvp(screening_ode,
                     lambda ya, yb: np.array([ya[0] - 0.01, yb[0]]),
                     x_nm, guess, tol=1e-6)
assert solution.success
numeric_screening = -0.01 / solution.sol(0.0)[1] * 1e-9
assert abs(numeric_screening / screening - 1) < 2e-3


def neighbour_energy(n):
    """Coulomb energy in eV of two ions at the mean spacing n**(-1/3)."""
    return e * n ** (1 / 3) / (4 * np.pi * eps)


# Fading of the ion profile between closed ends.
L, D = 20e-9, 1e-18
fade_time = L**2 / (np.pi**2 * D)
cells = 200
diffusion = (np.diag(np.full(cells, 2.0)) - np.diag(np.ones(cells - 1), 1)
             - np.diag(np.ones(cells - 1), -1))
diffusion[0, 0] = diffusion[-1, -1] = 1.0
slowest_rate = np.linalg.eigvalsh(diffusion)[1] * D * (cells / L) ** 2
assert abs(slowest_rate * fade_time - 1) < 1e-3

T_hot = 358.0
V_hot = k * T_hot / e * log_ratio
field = V / L * 1e-8
breakdown = 5.0

print(f"temperature                         {T:.0f} K")
print(f"activities, ion-poor and ion-rich   {a1:g}, {a2:g}")
print(f"activity ratio                      {ratio:.0f}")
print(f"thermal voltage kT/e                {thermal_voltage:.6f} V")
print(f"ln(ratio)                           {log_ratio:.5f}")
print(f"ln(ratio) from state counting       {counted_log:.5f}")
print(f"cell voltage, formula               {V:.5f} V")
print(f"cell voltage, formula               {V*1e3:.1f} mV")
print(f"cell voltage, rate balance          {V_rates:.5f} V")
print(f"voltage per decade                  "
      f"{thermal_voltage*np.log(10)*1e3:.2f} mV")
print(f"voltage for ion charge z = 2        {V/2:.4f} V")
for t_plus, value in V_junction.items():
    print(f"voltage with cation share {t_plus:.1f}       "
          f"{abs(value):.4f} V")
print(f"electronic share of conductance     {t_electron:.1f}")
print(f"voltage with electronic leakage     {V_leaky:.4f} V")
print(f"surface energy (rough)              {gamma:.1f} J/m2")
print(f"atomic volume (rough)               {atom_volume*1e27:.3f} nm3")
print(f"tip radius                          {tip_radius*1e9:.1f} nm")
print(f"tip curvature voltage               {V_tip:.4f} V")
print(f"voltage, tip on ion-poor side       {V+V_tip:.4f} V")
print(f"voltage, tip on ion-rich side       {V-V_tip:.4f} V")
print(f"radius where curvature equals V     {equal_radius*1e9:.2f} nm")
print(f"shift for factor 2 in ratio         "
      f"{thermal_voltage*np.log(2)*1e3:.1f} mV")
print(f"voltage at {T_hot:.0f} K                    {V_hot:.4f} V")
print(f"film thickness                      {L*1e9:.0f} nm")
print(f"mean field V/L                      {field:.3f} MV/cm")
print(f"breakdown field (rough)             {breakdown:.0f} MV/cm")
print(f"field / breakdown field             {field/breakdown:.3f}")
print(f"relative permittivity (rough)       {eps_r:.0f}")
print(f"ion density, poor side (rough)      {n_poor*1e-6:.0e} cm^-3")
print(f"ion density, rich side (rough)      {n_rich*1e-6:.0e} cm^-3")
print(f"screening length, poor side         {screening*1e9:.2f} nm")
print(f"neighbour energy, poor side         "
      f"{neighbour_energy(n_poor):.3f} eV")
print(f"neighbour energy, rich side         "
      f"{neighbour_energy(n_rich):.3f} eV")
print(f"thermal energy kT                   {k*T/e:.4f} eV")
print(f"diffusion coefficient (rough)       {D*1e4:.0e} cm2/s")
print(f"fading time of ion profile          {fade_time:.0f} s")
print("OK")
```

It prints:

```
temperature                         300 K
activities, ion-poor and ion-rich   0.001, 1
activity ratio                      1000
thermal voltage kT/e                0.025852 V
ln(ratio)                           6.90776
ln(ratio) from state counting       6.90785
cell voltage, formula               0.17858 V
cell voltage, formula               178.6 mV
cell voltage, rate balance          0.17858 V
voltage per decade                  59.53 mV
voltage for ion charge z = 2        0.0893 V
voltage with cation share 0.2       0.2857 V
voltage with cation share 0.5       0.1786 V
voltage with cation share 0.8       0.0714 V
voltage with cation share 1.0       0.0000 V
electronic share of conductance     0.1
voltage with electronic leakage     0.1607 V
surface energy (rough)              1.0 J/m2
atomic volume (rough)               0.017 nm3
tip radius                          2.0 nm
tip curvature voltage               0.1061 V
voltage, tip on ion-poor side       0.2847 V
voltage, tip on ion-rich side       0.0725 V
radius where curvature equals V     1.19 nm
shift for factor 2 in ratio         17.9 mV
voltage at 358 K                    0.2131 V
film thickness                      20 nm
mean field V/L                      0.089 MV/cm
breakdown field (rough)             5 MV/cm
field / breakdown field             0.018
relative permittivity (rough)       4
ion density, poor side (rough)      1e+18 cm^-3
ion density, rich side (rough)      1e+21 cm^-3
screening length, poor side         1.69 nm
neighbour energy, poor side         0.036 eV
neighbour energy, rich side         0.360 eV
thermal energy kT                   0.0259 eV
diffusion coefficient (rough)       1e-14 cm2/s
fading time of ion profile          41 s
OK
```
